Berry phase, Wannier centres and polarization of a band insulator

**1. Result**

A crystal in d dimensions has lattice vectors a_j, reciprocal vectors b_j with a_i·b_j = 2πδ_ij, and cell volume V (a length for d = 1, an area for d = 2). Let N bands be filled and separated by a gap from the empty bands at every k. They may cross among themselves. For d > 1 the group is assumed to admit a smooth periodic gauge (section 3), which fails if a Chern number is nonzero (section 5). If r̄_n is the centre of Wannier function n in the home cell, then

Σ_n r̄_n = Σ_j (φ_j/2π) a_j, modulo a lattice vector, (1)

where φ_j is the Berry phase of the whole group of bands along b_j, averaged over the other directions of k. When the ions are displaced slowly at fixed lattice vectors, without closing the gap, the polarization changes by

ΔP = Δ[ Σ_s Z_s τ_s − f Σ_n r̄_n ] / V. (2)

Here Z_s and τ_s are ionic charges and positions, and f is the number of electrons per band (2 for a spin pair). Hartree atomic units are used: e = 1, and the electron has charge −1. Equation (2) is the dipole change, per cell volume, of point ions and of point charges −e at the Wannier centres.

Two qualifications belong to the statement. The polarization itself has many values, differing by definite steps; its change along a given path has one. The individual centres depend on a choice of gauge, while their sum does not, modulo a lattice vector.

The regime is a mean-field description: electrons occupy orbitals of a lattice-periodic one-electron Hamiltonian H, at zero temperature and in zero macroscopic electric field.

**2. Why the charge density of one cell is not enough**

One might define P as the dipole of the charge density ρ in a cell, divided by V. In one dimension, with cell length a, move the cell window from [0, a] to [s, a+s]. The charge between 0 and s leaves at the left and reappears at the right, a distance a further on. The dipole changes by

a ∫₀ˢ ρ(x) dx,

which is not zero in general. The answer depends on where the cell is cut. A Wannier function is not cut: its centre is an integral over all space. What must be proved is that these centres carry the current.

**3. Bloch and Wannier functions**

Write ψ_nk = e^{ik·r} u_nk, with u_nk lattice periodic and orthonormal in one cell. The index n labels N smooth states spanning the occupied space at k; they need not be energy eigenstates. Choose them so that

ψ_{n,k+G} = ψ_nk, hence u_{n,k+G} = e^{−iG·r} u_nk. (3)

This is a smooth periodic gauge, and its existence is an assumption for d > 1. For d = 1 it can be constructed. Transport the states along k so that ⟨u_m|∂_k u_n⟩ = 0. After one reciprocal vector b they return, up to the factor e^{−ibx}, mixed by a unitary matrix W. This matrix is the same for every starting k, because both sets of states obey the transport condition. Put W = e^{iΘ} with Θ Hermitian, and multiply the states at k by e^{−iΘk/b}. Over one period this factor supplies e^{−iΘ}, which cancels W.

Split an integral over all space into cells. For two functions e^{ik·r}g_k and e^{ik'·r}h_k' with periodic g and h, the sum over cells Σ_R e^{i(k'−k)·R} gives a delta function:

⟨e^{ik·r}g_k | e^{ik'·r}h_k'⟩ = ((2π)^d/V) δ(k−k') ⟨g_k|h_k⟩, (4)

for k and k' in one Brillouin zone. The bracket on the right is an integral over one cell. Define

w_nR = (V/(2π)^d) ∫dk e^{−ik·R} ψ_nk. (5)

By (4),

⟨w_mR|w_nR'⟩ = (V/(2π)^d) ∫dk e^{ik·(R−R')} δ_mn = δ_mn δ_RR'.

Since ψ_nk(r−R) = e^{−ik·R}ψ_nk(r), w_nR is w_n0 moved by R. Repeated integration by parts in (5) shows that w decays faster than any power of distance, so its centre is finite.

**4. The centre as an integral over k**

Differentiate ψ_nk with respect to k:

∇_k ψ_nk = i r ψ_nk + e^{ik·r} ∇_k u_nk.

Multiply by −i and solve for rψ_nk:

r ψ_nk = −i∇_k ψ_nk + e^{ik·r} i∇_k u_nk.

Integrate over the zone. The first term is a total derivative of a periodic function and gives zero, so

r w_n0 = (V/(2π)^d) ∫dk e^{ik·r} i∇_k u_nk.

The integrand has the form needed in (4). Projecting on w_n0 gives

r̄_n = ⟨w_n0|r|w_n0⟩ = (V/(2π)^d) ∫dk A_nn(k), with A_mn = i⟨u_m|∇_k u_n⟩. (6)

The matrix A is the Berry connection. The centre is its zone average.

**5. The sum and the Berry phase**

Use dimensionless coordinates κ_j = k·a_j, each running over 2π, so that k = Σ_j κ_j b_j/2π. The zone volume is (2π)^d/V, so the zone average is (2π)^{−d} ∫d^dκ. Also b_j·∇_k = 2π ∂/∂κ_j. Sum (6) over n and take the component along b_j:

b_j·Σ_n r̄_n = 2π (2π)^{−d} ∫d^dκ Σ_n i⟨u_n|∂u_n/∂κ_j⟩.

The integral over κ_j alone is the multiband Berry phase on one line through the zone,

φ_j(κ_⊥) = ∫₀^{2π} dκ_j Σ_n i⟨u_n|∂u_n/∂κ_j⟩. (7)

The remaining factor (2π)^{−(d−1)} ∫dκ_⊥ is an average over lines. Call the averaged phase φ_j. Then b_j·Σr̄_n = φ_j. Any vector satisfies r = Σ_j (b_j·r/2π) a_j, and this gives (1).

The average needs a rule for branches. In a smooth periodic gauge φ_j(κ_⊥) is continuous and periodic. Phases computed on separate lines are known modulo 2π and must be joined continuously before averaging. Two continuous choices differ by a constant 2πm_j, and the sum of centres then differs by the lattice vector Σ_j m_j a_j.

If instead the joined phase grows by a nonzero multiple of 2π when κ_⊥ goes once around the zone, no periodic branch exists. The winding number is a Chern number. A smooth periodic gauge would make φ_j periodic, so it cannot exist in this case. The average would depend on where the zone is cut, and the derivation fails.

**6. What a change of gauge does**

Let u'_n = Σ_m u_m U_mn(k) be another smooth periodic gauge. The product rule gives A' = U†AU + iU†∇_kU. Take the trace, using tr(U†AU) = tr A and tr(U^{−1}∇U) = ∇ ln det U:

tr A' = tr A + i∇_k ln det U. (8)

U is periodic, because both gauges satisfy (3). Its determinant has modulus one, so det U = e^{−iθ(k)}, and θ may grow by 2πm_j along b_j. Hence θ = k·R₀ + η, with R₀ = Σ_j m_j a_j and η periodic. The last term of (8) is i∇(−iθ) = R₀ + ∇η. Its zone average is R₀, because ∇η averages to zero. Therefore

Σ_n r̄'_n = Σ_n r̄_n + R₀. (9)

Single centres have no such protection, since U†AU mixes the diagonal elements of A with the others. A physical statement about single centres needs an additional criterion for choosing the gauge.

**7. Evaluation without a smooth gauge**

On a mesh of spacing Δ along one line, let M_mn = ⟨u_m(k)|u_n(k+Δ)⟩ and use

φ = −Im ln ∏_k det M(k), (10)

closing the line with u_{k+b} = e^{−ib·r}u_k. A unitary mixing at one mesh point multiplies one determinant by det U and the preceding or following one by its complex conjugate. The product does not change, so any orthonormal basis of the occupied space will do.

To check the sign and the error, centre one link on k and define

L(Δ) = −Im ln det⟨u_m(k−Δ/2)|u_n(k+Δ/2)⟩.

To first order the matrix is δ_mn − iΔA_mn, with A the component along the line, so its determinant is 1 − iΔ tr A and L = Δ tr A. Reversing Δ replaces the matrix by its adjoint, so L is odd in Δ and the next term is of order Δ³. The leading terms Δ tr A add up to a midpoint sum for the integral (7). In a smooth periodic gauge tr A is smooth and periodic, so this sum picks up only Fourier components at multiples of the number of points, and its error falls faster than any power of Δ. The number of links is proportional to 1/Δ, so the Δ³ terms give φ an error of order Δ². The combination (4φ_N − φ_{N/2})/3 of a mesh with N points and one with N/2 removes this leading error.

**8. The centres carry the electron current**

Let the ions move, keeping the lattice translations. H(t) stays lattice periodic, k is conserved, and

i∂_t u_nk = H_k(t) u_nk, with H_k = e^{−ik·r} H e^{ik·r}.

The bra obeys ⟨∂_t u| = i⟨u|H_k. Therefore

∂_t (i⟨u|∇_k u⟩) = i⟨∂_t u|∇_k u⟩ + i⟨u|∇_k ∂_t u⟩
= −⟨u|H_k|∇_k u⟩ + ⟨u|∇_k(H_k u)⟩
= −⟨u|H_k|∇_k u⟩ + ⟨u|(∇_k H_k)|u⟩ + ⟨u|H_k|∇_k u⟩
= ⟨u|∇_k H_k|u⟩. (11)

The operator on the right is the velocity, because

∇_k H_k = e^{−ik·r} i(Hr − rH) e^{ik·r},

and i[H, r] is the Heisenberg rate of change of r. For H = p²/2 plus a local potential it equals p. The evolution preserves (3), so (6) holds at every instant. Summing (11) over bands and averaging over the zone gives

(d/dt) Σ_n r̄_n = Σ_n (V/(2π)^d) ∫dk ⟨u_nk|∇_k H_k|u_nk⟩. (12)

The right side, times f, is the total electron velocity in one cell. The electron current density, averaged over the cell, is therefore

J_el = −(f/V) (d/dt) Σ_n r̄_n. (13)

No slowness has been assumed. At any driving speed, the centres of the evolving Wannier functions move with the current.

**9. The slow limit**

It remains to replace the evolving states by ground states. Let Q be the projector on the instantaneous occupied space at k, and let the evolving projector be Q + δ. It obeys i∂_t(Q+δ) = [H_k, Q+δ], and [H_k, Q] = 0. For a deformation lasting a time T and starting from rest, δ is of order 1/T and its time derivative is of higher order. To leading order i∂_tQ = [H_k, δ]. Between an empty state c and an occupied state v this reads

⟨c|δ|v⟩ = i⟨c|∂_tQ|v⟩/(E_c − E_v). (14)

Differentiating [H_k, Q] = 0 gives ⟨c|∂_tQ|v⟩ = −⟨c|∂_tH_k|v⟩/(E_c − E_v), so

⟨c|δ|v⟩ = −i⟨c|∂_tH_k|v⟩/(E_c − E_v)².

Only energy differences across the gap appear. Crossings between occupied bands do no harm, while a closing gap invalidates the estimate.

The states v acquire small admixtures δu_v of empty states. Since ⟨u_v|δu_v⟩ = 0 at every k, ⟨u_v|∇_kδu_v⟩ = −⟨∇_ku_v|δu_v⟩, and the trace of the connection changes to first order by

i Σ_v (⟨δu_v|∇_ku_v⟩ − ⟨∇_ku_v|δu_v⟩) = −2 Im Σ_v ⟨δu_v|∇_ku_v⟩.

This is of order 1/T. The Berry phase of the evolving states thus stays within order 1/T of the ground-state phase followed continuously from the same initial value. The comparison is made on the phase at the final time, so the small error is not multiplied by the duration.

The ions contribute the current (1/V) Σ_s Z_s dτ_s/dt. Add this to (13) and integrate over time. For T → ∞ the result is (2), with the ground-state centres followed continuously.

**10. Meaning of the many values**

It is natural to call

P = [ Σ_s Z_s τ_s − f Σ_n r̄_n ] / V (15)

the polarization. A shift of origin that adds s to every position adds (ΣZ_s − fN)s/V, which vanishes for a neutral cell. A change of gauge adds −fR₀/V, and assigning a different periodic image of ion s to the cell adds Z_sR/V. These steps move no charge. If only the end structures are known, ΔP is known modulo such steps. Following the path removes the ambiguity.

In one dimension P has the unit of charge. If some ion has charge 1 and all charges are integers, the values of P form a ladder with spacing 1 e. For a centrosymmetric crystal, inversion must map this ladder onto itself. If p is on it, so is −p, and 2p is an integer. Both p = 0 and p = 1/2, modulo 1, are allowed. A value of 1/2 is compatible with inversion symmetry because the symmetry acts on the ladder, not on one chosen rung.

**11. A chain with two doubly filled bands**

The model has a cell of 10 bohr containing four ions of charge +1. The electrons see Gaussian wells of width 0.6 bohr and alternating depths 2.0 and 0.8 hartree. The ions start at 0, 2.5, 5 and 7.5 bohr. The two shallow ones then move to 3.1 and 7.7 bohr. Two bands hold two electrons each, so the cell is neutral.

The initial chain repeats already after 5 bohr. At the zone edge k = π/a, translation by a/2 has eigenvalues ±i. The Hamiltonian is real, so complex conjugation turns a state with +i into one with −i at the same energy and an equivalent k. The two occupied bands therefore touch, and only their joint phase is used. The computed splitting is 1.2 × 10⁻⁷ hartree. The finite basis breaks the symmetry used above. At this k the momenta are (n + 1/2)2π/a with n from −12 to 12; even n carry the eigenvalue +i and odd n the eigenvalue −i. Conjugation sends n to −n−1, so the odd set maps onto the even set without n = 12. The even set thus has one extra plane wave, and the degeneracy is not exact. On the sampled path the smallest direct gap to the empty bands is 0.706 hartree, found at the start.

Wannier functions are built in real space, in a smooth periodic gauge obtained by projecting Gaussian trial functions at 0 and 5 bohr on the occupied bands and orthonormalizing the result. They start with centres at 0 and 5 bohr, on the deep wells. Thus

P_start = (15 − 2 × 5)/10 = 0.5 e,

the half-integer case of section 10. In the final structure the centres are −0.05887 and 4.89274 bohr, with sum 4.83387 bohr. The Berry phase is 3.03721 rad, and

10 × 3.03721/(2π) = 4.8339 bohr,

in agreement with (1). A second gauge, which mixes the bands and winds once, gives centres at 11.01351 and 3.82036 bohr. Their sum is 14.83387 bohr, one cell length more, as (9) requires. Even after removal of that cell length the single centres differ from the first pair by about 1 bohr.

The sum of the centres has changed by −0.16613 bohr, while the ions have moved by 0.8 bohr in total. Equation (2) gives

ΔP = (0.8 + 2 × 0.16613)/10 = 0.1132 e.

The ions contribute 0.0800 e and the electrons 0.0332 e. The negative charges move against the ions and so enlarge the change. Per unit of total ion displacement the dipole changes by 1.415 e, where fixed centres would give 1 e.

The time-dependent Schrödinger equation supplies the current independently. For a deformation lasting 3 atomic units of time, the integrated electron velocity is −0.13496 bohr, and the Berry phase of the evolved states gives the same value. It differs from the ground-state change, as it may, because (12) does not require slowness. For a duration of 160 atomic units the integrated velocity is −0.16613 bohr, and the integrated current gives ΔP = 0.1132 e, the point-charge result. The agreement can be closer than the order 1/T of section 9, because the Hamiltonian of the chain is real. The states at −k can then be chosen as complex conjugates of those at k, and the first-order changes of the connection at k and −k cancel in the Berry phase, even while the ions move. Here the ions also end at rest, so the first-order admixture itself vanishes at the final time.

A separate two-dimensional lattice model with two occupied bands tests the vector form of (1). Its phase varies little from line to line, so the transverse averaging is tested only weakly. In units of the lattice vectors, the sum of centres is (0.5704, 0.2100) and the averaged phases over 2π are (−0.4297, 0.2097). They differ by one lattice vector along the first direction, apart from remainders below 3 × 10⁻⁴ of a lattice vector. The phases here come from 64 points per line without extrapolation. The numerical check below lists all these values.

Computed results

```
cell length: 10.0 bohr; well width: 0.6 bohr
well depths: [2.  0.8 2.  0.8] hartree
ion charges: [1. 1. 1. 1.] e; electrons per band: 2
ion positions, start: [0.  2.5 5.  7.5] bohr
ion positions, end: [0.  3.1 5.  7.7] bohr
smallest direct gap, start: 0.7058 hartree
smallest direct gap, whole path: 0.7058 hartree
band 2 - band 1 at zone edge, start: 1.2e-07 hartree
Wannier centres, start: -0.00000, 5.00000 bohr
Wannier centres, end: -0.05887, 4.89274 bohr
  from connection: -0.05887, 4.89274 bohr
  sum of centres, end: 4.83387 bohr
centres, twisted gauge: 11.01351, 3.82036 bohr
  from connection: 11.01351, 3.82036 bohr
  sum, twisted gauge: 14.83387 bohr
Berry phase, end (200 k points): 3.03721 rad
centre sum from phase, end, extrapolated, modulo cell: 4.83387 bohr
change of centre sum from Berry phase: -0.16613 bohr
fast drive, duration: 3.0 atomic units of time
  integrated electron velocity: -0.13496 bohr
  Berry-phase change, evolved states: -0.13496 bohr
slow drive, duration: 160.0 atomic units of time
  integrated electron velocity: -0.16613 bohr
point-charge polarization, start: 0.50000 e
point-charge polarization, end: 0.61323 e
polarization change, point charges: 0.11323 e
polarization change, slow current: 0.11323 e
ionic part of the change: 0.08000 e
electronic part: 0.03323 e
dipole change per total ion displacement: 1.4153 e
2D model, components in units of the lattice vectors:
  Wannier centre sum: 0.57045, 0.20996
  averaged phase / 2 pi: -0.42970, 0.20971
  difference modulo 1: 1.5e-04, 2.5e-04
```
